\section*{Hybrid Monte Carlo: detailed balance and the N^(-1/4) Verlet step}

\section{One oscillator, then $N$ copies}

Take a particle of mass $m$ in the potential $V=m\omega^2q^2/2$ at temperature $T_{\rm b}$, with $kT_{\rm b}\equiv\beta^{-1}$. In the scaled variables $x=\omega q\sqrt{\beta m}$ and $y=p\sqrt{\beta/m}$ the energy is $\beta H=(x^2+y^2)/2$, and in equilibrium $x$ and $y$ are independent Gaussians of unit variance. A velocity-Verlet step of length $h$ is a half kick, a drift and a half kick. With $\varepsilon=\omega h$ it reads
\begin{align}
x'&=x+\varepsilon\left(y-\tfrac{\varepsilon}{2}x\right)=\left(1-\tfrac{\varepsilon^2}{2}\right)x+\varepsilon y,\\
y'&=y-\tfrac{\varepsilon}{2}(x+x')=\left(1-\tfrac{\varepsilon^2}{2}\right)y-\varepsilon\left(1-\tfrac{\varepsilon^2}{4}\right)x .
\end{align}
Let $\gamma^2=1-\varepsilon^2/4$, which is positive for $\varepsilon<2$. Since $(1-\varepsilon^2/2)^2+\varepsilon^2\gamma^2=1$, we may set $\cos\theta=1-\varepsilon^2/2$ and $\sin\theta=\varepsilon\gamma$. The step is then a rotation of $(\gamma x,y)$ by the angle $\theta$. It conserves $y^2+\gamma^2x^2$, and after $L$ steps
\begin{equation}
x_L=x_0\cos L\theta+\frac{y_0}{\gamma}\sin L\theta .
\end{equation}
The energy error in units of $kT_{\rm b}$ follows by eliminating $y$ with the conserved quantity:
\begin{equation}
\Delta=\tfrac12(x_L^2+y_L^2-x_0^2-y_0^2)=\tfrac12(1-\gamma^2)(x_L^2-x_0^2)=\frac{\varepsilon^2}{8}(x_L^2-x_0^2).
\end{equation}
Its equilibrium mean uses $\langle x_L^2\rangle-1=\sin^2(L\theta)\,(\gamma^{-2}-1)$ and $\gamma^{-2}-1=\varepsilon^2/(4\gamma^2)$:
\begin{equation}
\langle\Delta\rangle=\frac{\varepsilon^4\sin^2L\theta}{32(1-\varepsilon^2/4)} .
\label{osc}
\end{equation}
For the variance at leading order put $\gamma=1$ and write $c,s_\theta$ for $\cos L\theta,\sin L\theta$. Then $x_L^2-x_0^2=s_\theta^2(y_0^2-x_0^2)+2cs_\theta x_0y_0$. Its mean square is $4s_\theta^4+4c^2s_\theta^2=4s_\theta^2$, so the variance of $\Delta$ is $\varepsilon^4s_\theta^2/16$, twice the mean.

Now reduce $h$ at fixed trajectory time $Lh$, so that $L\theta$ tends to the constant $\omega Lh$, and assume that its sine is not zero. A single error is then of order $h^2$, but its average is of order $h^4$, because gains and losses cancel at order $h^2$. For $N$ independent copies mean and variance both grow as $Nh^4$. Holding them fixed requires $h\propto N^{-1/4}$. The rest of this note shows why the scheme is correct at any $h$, and why this scaling is not special to oscillators.

\section{Scheme}

The target is the Boltzmann distribution of positions, proportional to $e^{-\beta V(q)}$. Here $q$ and $p$ stand for all coordinates and momenta, and $f(q)$ is the force used in the integration.

\begin{verbatim}
input: q, V(q), f(q), step h, number of steps L
repeat
    draw p from its Gaussian, variance m*kT
    E0 = p^2/(2m) + V(q)
    Q = q;  g = f(q)
    repeat L times
        p = p + (h/2)*g
        Q = Q + h*p/m
        g = f(Q)
        p = p + (h/2)*g
    Delta = (p^2/(2m) + V(Q) - E0)/kT
    if uniform(0,1) < min(1, exp(-Delta))
        q = Q;  store V(Q) and g with it
    record q    (after a rejection, the old q again)
\end{verbatim}

Each trajectory costs $L$ new force evaluations, since the force at the starting point is stored.

\section{Detailed balance}

Let $z=(q,p)$, $\pi(z)\propto e^{-\beta H(z)}$, $S$ the map made by the $L$ steps, and $F$ the momentum flip $(q,p)\to(q,-p)$. Two properties are needed.

\emph{Volume.} A kick changes $p$ by a function of $q$ alone, and a drift changes $q$ by a function of $p$ alone. Each Jacobian matrix is triangular with ones on the diagonal, so $|\det DS|=1$.

\emph{Reversibility.} For a half kick $K$, $FKF$ sends $p\to-(-p+hf/2)=p-hf/2$, which is $K^{-1}$. Likewise $FDF=D^{-1}$ for a drift $D$. One step is the palindrome $KDK$, so $F(KDK)F=K^{-1}D^{-1}K^{-1}=(KDK)^{-1}$, and therefore $FSF=S^{-1}$. The map $\Psi=FS$ then obeys $\Psi\Psi=(FSF)S=1$: it is its own inverse.

Neither argument uses $f=-\nabla V$. It is enough that $f$ is a fixed function of position.

Because $H$ is even in $p$, $\Delta(z)=\beta[H(\Psi z)-H(z)]$, and $\pi(z)\min(1,e^{-\Delta})=\min[\pi(z),\pi(\Psi z)]$. If $q$ has the target distribution, a fresh $p$ makes $z$ distributed as $\pi$. For any test functions $u,v$ the accepted flux is
\begin{equation}
J(u,v)=\int \min[\pi(z),\pi(\Psi z)]\,u(q(z))\,v(q(\Psi z))\,dz .
\end{equation}
Substitute $z=\Psi w$. Volume preservation gives $dz=dw$, and $\Psi z=w$, so
\begin{equation}
J(u,v)=\int \min[\pi(\Psi w),\pi(w)]\,u(q(\Psi w))\,v(q(w))\,dw=J(v,u).
\end{equation}
Rejected moves contribute $\int\pi(1-\min(1,e^{-\Delta}))\,u(q)v(q)\,dz$, which is symmetric as it stands. The position chain therefore obeys detailed balance at any $h$. A large step costs acceptance, not correctness.

\subsection*{What breaks it}

The flux was computed by quadrature for one particle with $m=kT_{\rm b}=1$ and $V=\tfrac12q^2+\tfrac12\sin2q$, for three steps of $h=0.5$, except that the volume-changing map below, which has no step length, is applied once. The figure of merit is the largest $|J(u,v)-J(v,u)|$ among the four test functions $1$, $\sin q$, $e^{-(q-1)^2}$ and $\tanh q$; the size of a nonzero value depends on this choice.

\begin{itemize}
\item Verlet gives $1\times10^{-8}$ with the exact force and $1\times10^{-7}$ with a wrong but fixed force. Both are zero within the quadrature error.
\item Symplectic Euler (full kick, then drift) preserves volume but is not a palindrome. It gives $1.2\times10^{-2}$.
\item The map $q'=\operatorname{arcsinh}(\sinh q+p)$, $p'=p$ is reversible but has the Jacobian $|J_\Psi|=\cosh q/\cosh q'$. It gives $1.0\times10^{-2}$. Accepting with $\min(1,|J_\Psi|e^{-\Delta})$ restores the symmetry, because $dz=|J_\Psi(w)|dw$ and $|J_\Psi(\Psi w)|=1/|J_\Psi(w)|$ again exchange the two arguments of the minimum.
\item A force with memory, 70\% new force and 30\% previous force, gives $2.3\times10^{-2}$.
\end{itemize}

The last case matters in first-principles dynamics. If the self-consistent cycle starts from the orbitals of the previous step and stops early, the force depends on the path and is no function of $q$. Either converge until that dependence is negligible, or build the starting guess from the current positions alone. The energy in the acceptance test must likewise be a function of $q$, since it defines the distribution sampled.

\section{Identities for the energy error}

The same substitution applies to averages over $\pi$. From $\pi(\Psi w)=\pi(w)e^{-\Delta(w)}$ and $\Delta(\Psi w)=-\Delta(w)$,
\begin{equation}
\langle g(\Delta)\rangle=\langle g(-\Delta)\,e^{-\Delta}\rangle
\label{sym}
\end{equation}
for any function $g$ with finite averages. Three choices are useful. First, $g=1$ gives $\langle e^{-\Delta}\rangle=1$. Second, $g(x)=x$ gives $\langle\Delta\rangle=-\langle\Delta e^{-\Delta}\rangle$; averaging the two sides,
\begin{equation}
\langle\Delta\rangle=\tfrac12\langle\Delta(1-e^{-\Delta})\rangle\ge0 .
\label{mean}
\end{equation}
Third, taking $g$ as the indicator of $x<0$ gives $P(\Delta<0)=\langle e^{-\Delta};\Delta>0\rangle$, where the condition after the semicolon restricts the average. The mean acceptance is then
\begin{equation}
A=\langle\min(1,e^{-\Delta})\rangle=P(\Delta\le0)+\langle e^{-\Delta};\Delta>0\rangle=2P(\Delta<0),
\label{acc}
\end{equation}
if $\Delta=0$ has probability zero.

\section{Energy error of Verlet in a general potential}

From here on the force is exact, $f=-V'$, and we treat one degree of freedom. Assume that $V$ is smooth, grows at least quadratically and has bounded derivatives from the second on. The trajectory time $T=Lh$ is fixed while $h\to0$.

Let subscripts 0 and 1 mark the ends of one step, $p_h$ the momentum between the kicks, and $\delta=q_1-q_0=hp_h/m$. Then $p_0=p_h+hV_0'/2$ and $p_1=p_h-hV_1'/2$, and the kinetic energy changes by
\begin{equation}
\frac{p_1^2-p_0^2}{2m}=-\frac{\delta}{2}(V_0'+V_1')+\frac{h^2}{8m}(V_1'^2-V_0'^2).
\end{equation}
The potential energy changes by $\int V'dq$, which the trapezoidal rule with its error term gives as $\frac{\delta}{2}(V_0'+V_1')-\frac{\delta^3}{12}V'''+O(h^4)$. The trapezoidal terms cancel in the sum:
\begin{equation}
H_1-H_0=\frac{h^2}{8m}(V_1'^2-V_0'^2)-\frac{h^3p^3}{12m^3}V'''+O(h^4).
\end{equation}
The last term is also a total change. Along the motion $\dot q=p/m$ and $\dot p=-V'$, so
\begin{equation}
\frac{d}{dt}(p^2V'')=\frac{p^3V'''}{m}-2pV'V''=\frac{p^3V'''}{m}-m\frac{d}{dt}V'^2 .
\end{equation}
Solving for $p^3V'''$ and using $\frac18-\frac1{12}=\frac1{24}$,
\begin{equation}
H_1-H_0=-h^2\,[H_2]_0^1+O(h^4),\qquad H_2=\frac{p^2V''}{12m^2}-\frac{V'^2}{24m}.
\label{local}
\end{equation}
The sum over $T/h$ steps telescopes and leaves a remainder $O(h^3)$. Replacing the numerical end point by the exact one, $\phi_Tz$, changes $H_2$ by $O(h^2)$. Hence
\begin{equation}
\Delta=h^2D+O(h^3),\qquad D=\beta\,[H_2(z)-H_2(\phi_Tz)] .
\end{equation}
The assumptions on $V$ keep the growth of trajectories over the time $T$ at most linear in $|z|$. The remainder is thus bounded by $h^3$ times a polynomial in $|z|$, whose Boltzmann average is finite. With $s=\langle D^2\rangle$, assumed nonzero, $\langle\Delta^2\rangle=sh^4+O(h^5)$.

For the mean, use (\ref{mean}) and $|1-e^{-x}-x|\le\frac12x^2(1+e^{-x})$. The error made by replacing $1-e^{-\Delta}$ with $\Delta$ is at most $\frac14\langle|\Delta|^3(1+e^{-\Delta})\rangle=\frac12\langle|\Delta|^3\rangle=O(h^6)$, where (\ref{sym}) removed the exponential. Thus
\begin{equation}
\langle\Delta\rangle=\tfrac12sh^4+O(h^5),\qquad \operatorname{var}\Delta=sh^4+O(h^5).
\label{moments}
\end{equation}
For the anharmonic potential above with $T=1.5$, $s=0.150$. At $L=16$, 32 and 64 the exact mean exceeds $sh^4/2$ by 0.8\%, 0.2\% and 0.05\%.

\section{The step for constant acceptance}

Now let $N$ such degrees of freedom be independent and identical, with total error $\Delta_N$.

\emph{Necessity.} Since $\min(1,e^{-x})\le e^{-x/2}$, independence gives
\begin{equation}
A\le\rho^N,\qquad \rho=\langle e^{-\Delta/2}\rangle=1-\tfrac12\langle\Delta\rangle+\tfrac18\langle\Delta^2\rangle+O(h^6)=1-\tfrac18sh^4+O(h^5),
\end{equation}
where the cubic remainder is controlled by (\ref{sym}) as before. If $h\to0$ but $Nh^4\to\infty$, then $A\to0$. In the other direction $\min(1,e^{-x})\ge1-|x|$, so $A\ge1-\langle\Delta_N^2\rangle^{1/2}$, which tends to 1 if $Nh^4\to0$. An acceptance held strictly between 0 and 1 therefore keeps $Nh^4$ between positive bounds.

\emph{Sufficiency.} Let $Nh^4$ be fixed. The summed fourth moments are of order $Nh^8\to0$ while the variance stays finite, so the central limit theorem applies. By (\ref{moments}) the limit is a Gaussian of mean $\mu=Nsh^4/2$ and variance $2\mu$. Equation (\ref{acc}) gives, with $\Phi$ the normal distribution function,
\begin{equation}
A=2\Phi\!\left(-\frac{\mu}{\sqrt{2\mu}}\right)=\operatorname{erfc}\!\left(\frac{\sqrt\mu}{2}\right),\qquad
h=\left(\frac{2\mu}{s}\right)^{1/4}N^{-1/4}.
\label{law}
\end{equation}
As $A$ decreases steadily with $\mu$, a constant $A$ fixes $Nh^4$ in the limit.

For the anharmonic potential, $N=1369$, 21\,904 and 350\,464 with $L=6$, 12 and 24 keep $Nh^4$ constant. The acceptances are 0.645, 0.652 and 0.654, against 0.655 from (\ref{law}). With $L$ left at 6, the middle system falls to 0.065.

\emph{The condition on $T$.} If instead $L$ is fixed, the trajectory shrinks with $h$. By (\ref{local}), $\Delta=-\beta Lh^3\dot H_2+O(h^4)$, so the mean is of order $h^6$ and constant acceptance needs only $h\propto N^{-1/6}$. The computed power at $L=3$ is 5.96. The milder law comes with shorter moves.

\emph{Interacting systems.} Identities (\ref{sym})--(\ref{acc}) hold for any interactions. The $N^{-1/4}$ law carries over if the variance of $D$ is proportional to $N$ and $\Delta_N$ becomes Gaussian. This is plausible when correlations have finite range, but it is not proved here beyond the harmonic case below.

\section{Cost and choice of step}

At fixed $T$ the force evaluations per accepted trajectory are $L/A=T/(hA)$. With $y=\sqrt\mu/2$, (\ref{law}) gives $h\propto y^{1/2}$, so we maximize $y^{1/2}\operatorname{erfc}(y)$. Setting the derivative to zero,
\begin{equation}
\frac{\operatorname{erfc}(y)}{2\sqrt y}=\sqrt y\,\frac{2}{\sqrt\pi}e^{-y^2}
\quad\Longrightarrow\quad \operatorname{erfc}(y)=\frac{4y}{\sqrt\pi}e^{-y^2}.
\end{equation}
The root is $y=0.320$, hence $\mu=4y^2=0.409$ and $A=0.651$. In this limit the value does not depend on the potential. In practice, for large $N$, fix $T$ and adjust $L$ in preliminary runs until about 65\% of trajectories are accepted; for a few degrees of freedom the Gaussian limit does not apply and stability may set the step instead. The number of force evaluations then grows as $N^{1/4}$. If one evaluation costs $C(N)$, an accepted trajectory costs of order $N^{1/4}C(N)$.

\section{Worked example: a ring of coupled particles}

Consider $N$ particles on a ring with $m=10^4\,m_e$, an on-site spring and a nearest-neighbour spring, both $0.04$ hartree/bohr$^2$, and $T=1000$ a.u. (24.19 fs). The normal modes have
\begin{equation}
\omega_k^2=\frac{0.04+4(0.04)\sin^2(k/2)}{10^4},
\end{equation}
from $0.002000$ to $0.004472$ a.u. Verlet is linear here and all masses are equal, so the orthogonal change to normal modes turns one step for the ring into one step for each mode. The mean error $\mu$ is the sum of (\ref{osc}) over modes, and the temperature drops out. Starting points were drawn from the Boltzmann distribution and propagated with real-space forces.

\begin{center}
\begin{tabular}{rrrrrr}
$N$ & $L$ & $\mu$, modes & $\mu$, sampled & $A$, sampled & $A$, law\\
64 & 5 & 0.497 & 0.497 & 0.621(2) & 0.618\\
1024 & 10 & 0.397 & 0.382 & 0.663(5) & 0.656\\
5184 & 15 & 0.381 & 0.374 & 0.665(7) & 0.663\\
1024 & 5 & 7.95 & 7.98 & 0.042(3) & 0.046
\end{tabular}
\end{center}

Digits in parentheses are standard errors in the last place. The last column is $\operatorname{erfc}(\sqrt\mu/2)$ with $\mu$ taken from the mode sum. The first three rows share the same $Nh^4$; the last keeps the step of the first and loses nearly all acceptance. The leading form of (\ref{osc}) gives
\begin{equation}
\mu\simeq\frac{Nh^4}{32}\,\overline{\omega^4\sin^2\omega T},\qquad \overline{\omega^4\sin^2\omega T}=1.152\times10^{-10}\ \text{a.u.},
\end{equation}
where the bar is the average over modes. For the first three rows this is $64(200)^4(1.152\times10^{-10})/32=0.369$. The mode sums approach it from above as $h$ falls, and reach 0.370 at $N=640\,000$, $L=50$.

For $N=1024$ the optimal $\mu$ requires
\begin{equation}
h=\left(\frac{32\times0.4086}{1024\times1.152\times10^{-10}}\right)^{1/4}\approx103\ \text{a.u.}=2.48\ \text{fs},
\end{equation}
or $T/h=9.75$, so one takes $L=10$.

\section{Stability and failure modes}

\emph{Instability.} For $\omega h>2$ the oscillator step has $\gamma^2<0$, the rotation becomes a hyperbolic growth, and $\Delta$ grows exponentially with $L$. In the ring this happens above $h=2/0.004472\approx447$ a.u. The optimal step at $N=1024$ is far below that: accuracy summed over many modes sets the step, not stability.

\emph{Resonance.} If $\sin L\theta=0$, (\ref{osc}) vanishes and every move is accepted, but $x_L=\pm x_0$ and the oscillator does not explore its distribution. Detailed balance does not imply ergodicity. Drawing $L$ at random from a range that includes non-resonant values, independently of the state, removes the trap and keeps detailed balance, since a weighted sum of symmetric fluxes is symmetric.

\emph{Forces that do not match the energy.} Let $f=-V'+\eta g(q)$ with a small fixed $\eta$. Detailed balance survives, but as $h\to0$ the error tends to $\Delta=\eta W$, where $W$ is $\beta$ times the work done by $g$ along the path. The argument for $A\le\rho^N$ still holds, now with $\rho<1$ at $h=0$ unless $W$ vanishes. Acceptance then decays at least exponentially with $N$, and at fixed $T$ taking $h\to0$ does not remove this decay. At a finite $h$ the two errors can cancel: an oscillator integrated with a frequency $\omega'$ such that $\omega'^2(1-\omega'^2h^2/4)=\omega^2$ conserves $H$ exactly, but only at that step. Since $\langle\Delta^2\rangle$ is of order $\eta^2$, the force error must shrink as $N^{-1/2}$. A practical check is to halve $h$ repeatedly at fixed $T$. With consistent forces and $s\ne0$ the ratio of successive means of $\Delta$ tends to sixteen; at larger steps it can differ (it is $7.95/0.397=20$ for the two $N=1024$ rows of the table). A plateau at small $h$ points to inconsistent forces.

The numerical check checks the flux symmetry, the identities, the coefficient $s$ and the acceptance law numerically.

\section*{Numbers as computed}
\begin{verbatim}
Return error of flipped map applied twice: 1.1e-16
Deviation of |Jacobian| from 1: 2.0e-12
Flux tests: step 0.5 (reduced), steps 3, force memory 0.3
Flux asymmetry, Verlet, exact force: 1.3e-08
Flux asymmetry, Verlet, wrong fixed force: 1.1e-07
Flux asymmetry, symplectic Euler (not reversible): 1.2e-02
Flux asymmetry, force with memory: 2.3e-02
Flux asymmetry, volume-changing map: 1.0e-02
Flux asymmetry, same map with Jacobian: 9.0e-08
Anharmonic model: trajectory time 1.5 (reduced)
L=5: <exp(-delta)> = 1.000000000
L=5: <delta> = 6.625448e-04, from identity 6.625448e-04
Leading coefficient s = 0.14962 (reduced)
L=16: exact/leading mean 1.0080, variance 1.0080, 1-rho 1.0080
L=32: exact/leading mean 1.0020, variance 1.0020, 1-rho 1.0020
L=64: exact/leading mean 1.0005, variance 1.0005, 1-rho 1.0005
Power of h in <delta> at fixed L=3: 5.959
Anharmonic N=1369, L=6: acceptance 0.6451, law 0.6547, bound 0.8993
Anharmonic N=21904, L=12: acceptance 0.6524, law 0.6547, bound 0.9035
Anharmonic N=350464, L=24: acceptance 0.6541, law 0.6547, bound 0.9045
Anharmonic N=21904, L=6: acceptance 0.0653, law 0.0736, bound 0.1830
Oscillator, omega*h=0.6, L=4: <delta> = 1.864832e-03
Optimum: y = 0.3196, mu = 0.4086, acceptance = 0.6513
Ring: mass 10000 m_e, site and bond springs 0.04, 0.04 Ha/bohr^2
Ring: kT 0.001 Ha, trajectory time 1000 a.u. = 24.19 fs
Ring frequencies: 0.002000 to 0.004472 a.u.
Ring N=64, L=5, h=200.00 a.u., 20000 samples:
  <delta> sampled 0.4965, mode sum 0.4968
  acceptance sampled 0.6212 +- 0.0023, law 0.6182
Ring N=1024, L=10, h=100.00 a.u., 4000 samples:
  <delta> sampled 0.3823, mode sum 0.3967
  acceptance sampled 0.6626 +- 0.0049, law 0.6560
Ring N=5184, L=15, h=66.67 a.u., 2000 samples:
  <delta> sampled 0.3735, mode sum 0.3809
  acceptance sampled 0.6652 +- 0.0069, law 0.6625
Ring N=1024, L=5, h=200.00 a.u., 4000 samples:
  <delta> sampled 7.9796, mode sum 7.9488
  acceptance sampled 0.0420 +- 0.0025, law 0.0462
Ring N=640000, L=50: mode sum 0.3698, leading 0.3687
Mode average of omega^4 sin^2(omega T): 1.1523e-10 a.u.
Optimal step, N=1024: 102.60 a.u. = 2.482 fs
Trajectory time / optimal step, N=1024: 9.75
\end{verbatim}
